# Diffusion on a row of sites when some jumps are double: test program

```python
"""
Result under test: on a line of sites with spacing a, an adatom jumping at total
rate G (both directions together), with a fraction f of jumps spanning two sites,
has D = (G a^2 / 2) (1 + 3 f).  For f = 0.1 this is 1.3 times the single-jump value.
With site exclusion, and double jumps that need the middle and final sites empty,
the collective ratio at coverage theta is 1 - f + 4 f (1 - theta).
Symbols: G total jump (attempt) rate, f double-jump fraction, theta coverage,
q = wavenumber times spacing.  Dimensionless tests use G = 1 and a = 1.
"""
from itertools import combinations, product
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq

f = 0.1


def walk_generator(sites, rates):
    """Master-equation matrix on a ring; rates[r] is the two-way rate of length r."""
    gen = np.zeros((sites, sites))
    for start in range(sites):
        for length, rate in rates.items():
            for step in (-length, length):
                gen[(start + step) % sites, start] += rate / 2
                gen[start, start] -= rate / 2
    return gen


def diffusion_ratio(rates):
    """Variance growth from the master equation, relative to single jumps at G = 1."""
    sites, time = 161, 10.0
    position = np.arange(sites) - sites // 2
    probability = expm(walk_generator(sites, rates) * time)[:, sites // 2]
    mean = probability @ position
    return (probability @ position**2 - mean**2) / time


# Single adatom: variance of the evolved probability against the derived factors
ratio_single = diffusion_ratio({1: 1 - f, 2: f})
ratio_split = diffusion_ratio({1: 1 + f})
ratio_added = diffusion_ratio({1: 1 - f, 2: f}) / diffusion_ratio({1: 1 - f})
ratio_triple = diffusion_ratio({1: 0.89, 2: 0.10, 3: 0.01})
assert abs(ratio_single - (1 + 3 * f)) < 1e-8
assert abs(ratio_single - 1.3) < 1e-8
assert abs(ratio_split - (1 + f)) < 1e-8
assert abs(ratio_added - (1 + 3 * f) / (1 - f)) < 1e-8
assert abs(ratio_triple - (1 + 3 * 0.10 + 8 * 0.01)) < 1e-8


def wave_ratio(q):
    return 1 - f + 2 * f * (1 + np.cos(q))


# Dilute density waves: apply the generators to a cosine
ring = 60
gen_mixed = walk_generator(ring, {1: 1 - f, 2: f})
gen_plain = walk_generator(ring, {1: 1.0})
for mode in (1, 7, 20, 30):
    q = 2 * np.pi * mode / ring
    wave = np.cos(q * np.arange(ring))
    decay_mixed = -(wave @ gen_mixed @ wave) / (wave @ wave)
    decay_plain = -(wave @ gen_plain @ wave) / (wave @ wave)
    assert np.allclose(gen_mixed @ wave, -decay_mixed * wave, atol=1e-12)
    assert abs(decay_mixed / decay_plain - wave_ratio(q)) < 1e-9


def coverage_ratio(theta):
    return 1 - f + 4 * f * (1 - theta)


def enumerated_ratio(theta, fraction):
    """Current over the middle bond of four sites in a weak density gradient."""
    slope = 1e-3
    density = theta + slope * np.array([-1.5, -0.5, 0.5, 1.5])
    current = 0.0
    for occ in product((0, 1), repeat=4):
        weight = np.prod([d if n else 1 - d for n, d in zip(occ, density)])
        for left, right in ((1, 2), (0, 2), (1, 3)):
            rate = (1 - fraction) / 2 if right - left == 1 else fraction / 2
            if any(occ[left + 1:right]):
                continue
            forward = occ[left] * (1 - occ[right])
            backward = occ[right] * (1 - occ[left])
            current += weight * rate * (forward - backward)
    return -current / slope / 0.5


for theta in (0.05, 0.1, 0.5, 0.75, 0.9):
    assert abs(enumerated_ratio(theta, f) - coverage_ratio(theta)) < 1e-9
    assert abs(enumerated_ratio(theta, 0.0) - 1) < 1e-9
theta_equal = brentq(lambda th: enumerated_ratio(th, f) - 1, 0.1, 0.95)
assert abs(theta_equal - 0.75) < 1e-8


def slowest_rate(sites, atoms, fraction):
    """Smallest nonzero decay rate of the exact many-atom exclusion process."""
    states = [frozenset(c) for c in combinations(range(sites), atoms)]
    index = {state: i for i, state in enumerate(states)}
    gen = np.zeros((len(states), len(states)))
    for state, i in index.items():
        for site in state:
            for direction in (-1, 1):
                middle = (site + direction) % sites
                far = (site + 2 * direction) % sites
                if middle in state:
                    continue
                for target, rate in ((middle, (1 - fraction) / 2),
                                     (far, fraction / 2)):
                    if target not in state:
                        j = index[(state - {site}) | {target}]
                        gen[j, i] += rate
                        gen[i, i] -= rate
    assert np.allclose(gen, gen.T)
    return np.linalg.eigvalsh(-gen)[1]


# Half-filled ring: full dynamics, including every correlation between atoms
many_sites = 12
q_ring = 2 * np.pi / many_sites
gap_plain = slowest_rate(many_sites, 6, 0.0)
gap_mixed = slowest_rate(many_sites, 6, f)
assert abs(gap_plain - (1 - np.cos(q_ring))) < 1e-9
assert abs(slowest_rate(many_sites, 3, 0.0) - gap_plain) < 1e-9
ring_ratio = gap_mixed / gap_plain
ring_expected = 1 - f + 2 * f * 0.5 * (1 + np.cos(q_ring))
# The finite ring leaves a small coupling between density waves, below one percent
assert abs(ring_ratio - ring_expected) < 0.01

# Worked example: rough values for a palladium adatom in a tungsten (211) channel
spacing_nm, barrier_ev, prefactor, temp = 0.27, 0.30, 3e12, 130.0
mass_u, watch_s = 106.0, 10.0
k_ev = const.k / const.e
thermal_ev = k_ev * temp


def jump_rate(temperature):
    return prefactor * np.exp(-barrier_ev / (k_ev * temperature))


rate = jump_rate(temp)
d_plain = rate * (spacing_nm * 1e-7)**2 / 2
d_mixed = d_plain * (1 + 3 * f)
rms_plain = np.sqrt(2 * d_plain * watch_s) * 1e7
rms_mixed = np.sqrt(2 * d_mixed * watch_s) * 1e7

# Attraction between neighbours: thermodynamic factor relative to pure exclusion
attraction_ev, theta_ex = 0.020, 0.10
boltz = np.exp(attraction_ev / thermal_ev)


def log_lambda(log_z):
    root_z = np.exp(log_z / 2)
    matrix = np.array([[1, root_z], [root_z, root_z**2 * boltz]])
    return np.log(np.linalg.eigvalsh(matrix)[-1])


dz = 1e-3


def coverage(log_z):
    return (log_lambda(log_z + dz) - log_lambda(log_z - dz)) / (2 * dz)


log_z_ex = brentq(lambda x: coverage(x) - theta_ex, -15, 5)
fluctuation = (log_lambda(log_z_ex + dz) - 2 * log_lambda(log_z_ex)
               + log_lambda(log_z_ex - dz)) / dz**2
thermo_numeric = theta_ex * (1 - theta_ex) / fluctuation
thermo_factor = 1 / np.sqrt(1 + 4 * theta_ex * (1 - theta_ex) * (boltz - 1))
assert abs(thermo_numeric / thermo_factor - 1) < 1e-4

# Tunnelling: cosine potential gives the curvature at the barrier top
mass = mass_u * const.atomic_mass
spacing_m = spacing_nm * 1e-9
barrier_j = barrier_ev * const.e
omega = np.sqrt(2 * np.pi**2 * barrier_j / (mass * spacing_m**2))


def potential(x):
    return barrier_j / 2 * (1 - np.cos(2 * np.pi * x / spacing_m))


dx = spacing_m * 1e-3
top = spacing_m / 2
curvature = (potential(top + dx) - 2 * potential(top) + potential(top - dx)) / dx**2
assert abs(-curvature / (mass * omega**2) - 1) < 1e-4
u = const.hbar * omega / (const.k * temp)
tunnel_factor = quad(lambda x: np.exp(-x) / (1 + np.exp(-2 * np.pi * x / u)),
                     -5, 50, points=[0], limit=200)[0]
assert abs(tunnel_factor - (1 + u**2 / 24)) < 1e-3
harmonic_prefactor = 2 * omega / (2 * np.pi)

# Temperature error that imitates the gain, and a density wave of finite length
temp_shift = brentq(lambda d: jump_rate(temp + d) / rate - ratio_single, 0, 20)
temp_estimate = k_ev * temp**2 * np.log(ratio_single) / barrier_ev
assert abs(temp_shift / temp_estimate - 1) < 0.03
wavelength_nm = 10.0
wave_gain = wave_ratio(2 * np.pi * spacing_nm / wavelength_nm)

print(f"double-jump fraction f: {f:.2f}")
print(f"D ratio at fixed total rate (master equation): {ratio_single:.4f}")
print(f"D ratio, doubles replaced by two free singles: {ratio_split:.4f}")
print(f"D ratio, doubles added at fixed single rate: {ratio_added:.4f}")
print(f"half-filled 12-site ring, decay ratio, exact: {ring_ratio:.4f}")
print(f"half-filled 12-site ring, decay ratio, formula: {ring_expected:.4f}")
print(f"long-wave D ratio at coverage 0.50: {coverage_ratio(0.5):.4f}")
print(f"coverage where the gain vanishes: {theta_equal:.4f}")
print(f"site spacing: {spacing_nm:.2f} nm")
print(f"barrier: {barrier_ev:.2f} eV")
print(f"total prefactor: {prefactor:.1e} 1/s")
print(f"temperature: {temp:.0f} K")
print(f"thermal energy: {thermal_ev * 1e3:.2f} meV")
print(f"total jump rate: {rate:.3f} 1/s")
print(f"D, single jumps only: {d_plain:.3e} cm2/s")
print(f"D, with double jumps: {d_mixed:.3e} cm2/s")
print(f"D, with double jumps: {d_mixed * 1e14:.4f} nm2/s")
print(f"observation time: {watch_s:.0f} s")
print(f"mean number of jumps in that time: {rate * watch_s:.1f}")
print(f"rms displacement, single jumps only: {rms_plain:.3f} nm")
print(f"rms displacement, with double jumps: {rms_mixed:.3f} nm")
print(f"example coverage for neglected effects: {theta_ex:.2f}")
print(f"D ratio with blocking at that coverage: {coverage_ratio(theta_ex):.4f}")
print(f"assumed neighbour attraction: {attraction_ev * 1e3:.0f} meV")
print(f"thermodynamic factor relative to exclusion: {thermo_factor:.3f}")
print(f"D ratio with 10% double and 1% triple jumps: {ratio_triple:.4f}")
print(f"density wavelength: {wavelength_nm:.0f} nm")
print(f"decay ratio at that wavelength: {wave_gain:.4f}")
print(f"adatom mass: {mass_u:.0f} u")
print(f"barrier-top quantum hbar*omega: {u * thermal_ev * 1e3:.2f} meV")
print(f"tunnelling factor on the jump rate: {tunnel_factor:.4f}")
print(f"harmonic total prefactor, cosine well: {harmonic_prefactor:.2e} 1/s")
print(f"temperature error imitating the gain: {temp_shift:.2f} K")
print("verified")
```

Running it gives:

```
double-jump fraction f: 0.10
D ratio at fixed total rate (master equation): 1.3000
D ratio, doubles replaced by two free singles: 1.1000
D ratio, doubles added at fixed single rate: 1.4444
half-filled 12-site ring, decay ratio, exact: 1.0857
half-filled 12-site ring, decay ratio, formula: 1.0866
long-wave D ratio at coverage 0.50: 1.1000
coverage where the gain vanishes: 0.7500
site spacing: 0.27 nm
barrier: 0.30 eV
total prefactor: 3.0e+12 1/s
temperature: 130 K
thermal energy: 11.20 meV
total jump rate: 7.029 1/s
D, single jumps only: 2.562e-15 cm2/s
D, with double jumps: 3.330e-15 cm2/s
D, with double jumps: 0.3330 nm2/s
observation time: 10 s
mean number of jumps in that time: 70.3
rms displacement, single jumps only: 2.264 nm
rms displacement, with double jumps: 2.581 nm
example coverage for neglected effects: 0.10
D ratio with blocking at that coverage: 1.2600
assumed neighbour attraction: 20 meV
thermodynamic factor relative to exclusion: 0.599
D ratio with 10% double and 1% triple jumps: 1.3800
density wavelength: 10 nm
decay ratio at that wavelength: 1.2971
adatom mass: 106 u
barrier-top quantum hbar*omega: 5.66 meV
tunnelling factor on the jump rate: 1.0107
harmonic total prefactor, cosine well: 2.74e+12 1/s
temperature error imitating the gain: 1.29 K
verified
```
